# Why the Tamm-Dancoff plasmon of the electron gas diverges at small q: a numerical check

```python
"""
Result under test: plasmon of the 3D electron gas in the random-phase
approximation (RPA), Hartree kernel only, free-electron pair energies.
  resonant pairs only (Tamm-Dancoff, TDA): energy -> e^2 kF^2/(pi q)
  full problem:                            energy -> hbar * omega_p
Atomic units inside (hbar = e = electron mass = 1); energies printed in eV.
  Q = q/kF, W = v(q) * (number of resonant pairs per volume),
  mean_pair = mean energy of a resonant pair, S0 = pairs per electron,
  lam = factor on the resonant-antiresonant coupling (0: TDA, 1: full).
"""
import numpy as np
from scipy.optimize import brentq
from scipy.constants import physical_constants

EV = physical_constants["Hartree energy in eV"][0]
rs = 4.0
density = 3 / (4 * np.pi * rs**3)
kF = (3 * np.pi**2 * density) ** (1 / 3)
omega_p = np.sqrt(4 * np.pi * density)


def pair_formulas(Q):
    """Closed forms for S0, W and the mean pair energy."""
    S0 = 0.75 * Q * (1 - Q**2 / 12)
    W = kF / (np.pi * Q) * (1 - Q**2 / 12)
    return S0, W, (Q * kF) ** 2 / (2 * S0)


def continuum_pairs(Q, mass=1.0):
    """Pair energies and weights v*dN/V by quadrature over the region
    inside the Fermi sphere whose points leave it when shifted by q."""
    nodes, gauss = np.polynomial.legendre.leggauss(200)
    x_all, dx_all = [], []
    for a, b in ((-Q / 2, 1 - Q), (1 - Q, 1.0)):
        x_all.append((a + b) / 2 + (b - a) / 2 * nodes)
        dx_all.append((b - a) / 2 * gauss)
    x, dx = np.concatenate(x_all), np.concatenate(dx_all)
    area = np.pi * (1 - x**2 - np.maximum(0, 1 - (x + Q) ** 2))
    pairs = 2 * kF**3 / (2 * np.pi) ** 3 * area * dx
    return kF**2 * (Q * x + Q**2 / 2) / mass, 4 * np.pi / (Q * kF) ** 2 * pairs


def collective_roots(delta, weight):
    """Roots above all pair energies: (TDA, full)."""
    low, top = delta.max() * (1 + 1e-9), delta.max()
    tda = brentq(lambda w: np.sum(weight / (w - delta)) - 1,
                 low, (weight.sum() + top) * (1 + 1e-7),
                 xtol=1e-14, rtol=1e-14)
    full = brentq(lambda w: np.sum(2 * weight * delta / (w**2 - delta**2)) - 1,
                  low, np.sqrt(2 * np.sum(weight * delta) + top**2) * (1 + 1e-7),
                  xtol=1e-14, rtol=1e-14)
    return tda, full


def periodic_box(radius_squared, shift):
    """All k (one spin) whose occupation changes when shifted by q along z."""
    reach = int(np.sqrt(radius_squared)) + shift + 1
    n = np.arange(-reach, reach + 1)
    nx, ny, nz = np.meshgrid(n, n, n, indexing="ij")
    perp = nx**2 + ny**2
    occ = (perp + nz**2 < radius_squared).astype(int)
    occ_shifted = (perp + (nz + shift) ** 2 < radius_squared).astype(int)
    active = occ != occ_shifted
    electrons = 2 * occ.sum()
    side = (electrons / density) ** (1 / 3)
    unit = 2 * np.pi / side
    energy = unit**2 * (nz[active] * shift + shift**2 / 2)
    q = unit * shift
    return electrons, q, energy, (occ - occ_shifted)[active], 4 * np.pi / q**2 / side**3


print(f"r_s = {rs:.1f} bohr, k_F = {kF:.5f} 1/bohr")
print(f"plasma energy = {omega_p*EV:.4f} eV")
print(f"TDA coefficient e^2 k_F/pi = {kF/np.pi*EV:.4f} eV (divide by q/k_F)")

# ---- small periodic box: explicit equation of motion, both spins ----
electrons, q_box, energy1, change1, coupling = periodic_box(36.5, 1)
energy, change = np.tile(energy1, 2), np.tile(change1, 2)
resonant = change > 0
pair_number = int(resonant.sum())
assert change.sum() == 0


def motion_matrix(lam):
    same = np.equal.outer(resonant, resonant)
    return np.diag(energy) + coupling * change[:, None] * np.where(same, 1.0, lam)


W_box = coupling * pair_number
mean_box = energy[resonant].sum() / pair_number
print(f"small box: electrons = {electrons}, resonant pairs = {pair_number}")
print(f"small box: q/k_F = {q_box/kF:.4f}, W = {W_box*EV:.3f} eV, "
      f"mean pair = {mean_box*EV:.4f} eV")
box_tda, box_full = collective_roots(energy[resonant],
                                     np.full(pair_number, coupling))
for lam in (0.0, 0.9, 1.0):
    values, vectors = np.linalg.eig(motion_matrix(lam))
    index = np.argmax(values.real)
    assert abs(values[index].imag) < 1e-9
    top = values[index].real
    model = np.sqrt((mean_box + W_box) ** 2 - (lam * W_box) ** 2)
    assert abs(top / model - 1) < 0.01
    if lam == 0.0:
        assert abs(top / box_tda - 1) < 1e-8
    if lam == 1.0:
        assert abs(top / box_full - 1) < 1e-8
        mode = vectors[:, index].real
        ratio = mode[~resonant].sum() / mode[resonant].sum()
        expected = -(np.sum(1 / (top + energy[resonant]))
                     / np.sum(1 / (top - energy[resonant])))
        assert abs(ratio - expected) < 1e-7
        print(f"small box: antiresonant/resonant amplitude = {ratio:.4f}")
    print(f"small box: lam = {lam:.1f}: matrix {top*EV:.4f} eV, "
          f"single-energy model {model*EV:.4f} eV")

# first moment of the density strength: TDA by diagonalization
block = motion_matrix(0.0)[np.ix_(resonant, resonant)]
tda_values, tda_vectors = np.linalg.eigh(block)
tda_moment = np.sum(tda_values * tda_vectors.sum(axis=0) ** 2)
kinetic_moment = electrons * q_box**2 / 2
assert abs(tda_moment / (kinetic_moment + coupling * pair_number**2) - 1) < 1e-9
# full problem: first moment from the response at high imaginary frequency
high = 100.0
response = np.linalg.solve(1j * high * np.eye(len(energy)) - motion_matrix(1.0),
                           change.astype(complex)).sum()
full_moment = -response.real * high**2 / 2
assert abs(full_moment / kinetic_moment - 1) < 1e-4
print(f"small box: first moment / (N hbar^2 q^2/2m): full "
      f"{full_moment/kinetic_moment:.5f}, TDA {tda_moment/kinetic_moment:.3f}")

# ---- large periodic box: explicit sums against the continuum ----
for shift in (2, 4):
    electrons, q, energy1, change1, coupling = periodic_box(1600.5, shift)
    delta = energy1[change1 > 0]
    S0, W, mean_pair = pair_formulas(q / kF)
    assert abs(2 * len(delta) / electrons / S0 - 1) < 0.01
    assert abs(2 * delta.sum() / (electrons * q**2 / 2) - 1) < 1e-10
    lattice = collective_roots(delta, np.full(len(delta), 2 * coupling))
    continuum = collective_roots(*continuum_pairs(q / kF))
    assert np.allclose(lattice, continuum, rtol=0.01)
    print(f"large box: electrons = {electrons}, q/k_F = {q/kF:.4f}")
    print(f"  TDA: lattice {lattice[0]*EV:.3f}, continuum {continuum[0]*EV:.3f} eV;"
          f" full: {lattice[1]*EV:.4f}, {continuum[1]*EV:.4f} eV")

# ---- continuum dispersion and density strengths ----
Q_values = (0.5, 0.2, 0.1, 0.05, 0.02, 0.01)
roots, strengths = {}, {}
print("q/k_F   TDA(eV)   full(eV)   W(eV)   mean pair(eV)   W/mean   anti/res")
for Q in Q_values:
    delta, weight = continuum_pairs(Q)
    S0, W, mean_pair = pair_formulas(Q)
    assert abs(weight.sum() / W - 1) < 1e-10
    assert abs(np.sum(weight * delta) / weight.sum() / mean_pair - 1) < 1e-10
    assert abs(2 * W * mean_pair / omega_p**2 - 1) < 1e-12
    tda, full = roots[Q] = collective_roots(delta, weight)
    assert tda > full > kF**2 * (Q + Q**2 / 2)
    pairs = weight * (Q * kF) ** 2 / (4 * np.pi) / density
    res, anti = 1 / (full - delta), -1 / (full + delta)
    amplitude_ratio = np.sum(pairs * anti) / np.sum(pairs * res)
    strength_full = (np.sum(pairs * (res + anti)) ** 2
                     / np.sum(pairs * (res**2 - anti**2)))
    res_tda = 1 / (tda - delta)
    strength_tda = np.sum(pairs * res_tda) ** 2 / np.sum(pairs * res_tda**2)
    strengths[Q] = strength_tda, strength_full
    print(f"{Q:5.2f} {tda*EV:10.3f} {full*EV:9.4f} {W*EV:10.3f} "
          f"{mean_pair*EV:10.4f} {W/mean_pair:12.2f} {amplitude_ratio:10.4f}")
assert amplitude_ratio < -0.97

print("q/k_F   strength per electron: TDA, full   share of f-sum: TDA, full")
for Q in Q_values:
    s_tda, s_full = strengths[Q]
    f_sum = (Q * kF) ** 2 / 2
    print(f"{Q:5.2f} {s_tda:14.6f} {s_full:12.3e} "
          f"{roots[Q][0]*s_tda/f_sum:16.3f} {roots[Q][1]*s_full/f_sum:10.6f}")

Q = 0.01
assert abs(strengths[Q][0] / (0.75 * Q) - 1) < 1e-3
assert abs(strengths[Q][1] / ((Q * kF) ** 2 / (2 * omega_p)) - 1) < 1e-3
moment_limit = 3 * kF / (4 * np.pi)
assert abs(roots[Q][0] * strengths[Q][0] / moment_limit - 1) < 1e-3
print(f"TDA first-moment limit 3 e^2 k_F/(4 pi) = {moment_limit*EV:.4f} eV")

# power law and next-order terms
slope = np.log(roots[0.02][0] / roots[0.01][0]) / np.log(2)
assert abs(slope + 1) < 1e-3
print(f"TDA logarithmic slope between q/k_F = 0.01 and 0.02: {slope:.5f}")
Q = 0.05
S0, W, mean_pair = pair_formulas(Q)
remainder = roots[Q][0] - W - mean_pair
variance_term = np.pi * kF**3 * Q**3 / 18
assert abs(remainder / variance_term - 1) < 0.03
print(f"q/k_F = 0.05: TDA - W - mean pair = {remainder*EV:.4e} eV, "
      f"variance term = {variance_term*EV:.4e} eV")
dispersion = (roots[Q][1] ** 2 - omega_p**2) / (kF**2 * Q) ** 2
assert abs(dispersion / 0.6 - 1) < 0.01
print(f"q/k_F = 0.05: (omega^2 - omega_p^2)/(v_F q)^2 = {dispersion:.5f}")

# inertia: double the electron mass at fixed density and charge
heavy = collective_roots(*continuum_pairs(0.01, mass=2.0))
ratio_tda, ratio_full = heavy[0] / roots[0.01][0], heavy[1] / roots[0.01][1]
assert abs(ratio_tda - 1) < 1e-3
assert abs(ratio_full * np.sqrt(2) - 1) < 1e-3
print(f"mass doubled, q/k_F = 0.01: energy ratio TDA {ratio_tda:.5f}, "
      f"full {ratio_full:.5f}")
print("PASS")
```

Output:

```
r_s = 4.0 bohr, k_F = 0.47979 1/bohr
plasma energy = 5.8914 eV
TDA coefficient e^2 k_F/pi = 4.1558 eV (divide by q/k_F)
small box: electrons = 1850, resonant pairs = 226
small box: q/k_F = 0.1654, W = 24.730 eV, mean pair = 0.7018 eV
small box: lam = 0.0: matrix 25.4344 eV, single-energy model 25.4320 eV
small box: lam = 0.9: matrix 12.3098 eV, single-energy model 12.3046 eV
small box: antiresonant/resonant amplitude = -0.7884
small box: lam = 1.0: matrix 5.9467 eV, single-energy model 5.9331 eV
small box: first moment / (N hbar^2 q^2/2m): full 1.00000, TDA 36.241
large box: electrons = 535522, q/k_F = 0.0500
  TDA: lattice 83.233, continuum 83.274 eV; full: 5.8964, 5.8964 eV
large box: electrons = 535522, q/k_F = 0.1000
  TDA: lattice 41.890, continuum 41.925 eV; full: 5.9115, 5.9115 eV
q/k_F   TDA(eV)   full(eV)   W(eV)   mean pair(eV)   W/mean   anti/res
 0.50     10.352    6.4456      8.138     2.1324         3.82    -0.4892
 0.20     21.552    5.9726     20.710     0.8380        24.71    -0.7529
 0.10     41.942    5.9115     41.523     0.4179        99.35    -0.8678
 0.05     83.307    5.8964     83.098     0.2088       397.90    -0.9316
 0.02    207.865    5.8922    207.782     0.0835      2487.72    -0.9720
 0.01    415.615    5.8916    415.574     0.0418      9951.38    -0.9859
q/k_F   strength per electron: TDA, full   share of f-sum: TDA, full
 0.50       0.363601    1.203e-01            4.807   0.989937
 0.20       0.149469    2.097e-02           25.713   0.999844
 0.10       0.074937    5.298e-03          100.350   0.999991
 0.05       0.037492    1.328e-03          398.896   0.999999
 0.02       0.014999    2.126e-04         2488.721   1.000000
 0.01       0.007500    5.316e-05         9952.381   1.000000
TDA first-moment limit 3 e^2 k_F/(4 pi) = 3.1168 eV
TDA logarithmic slope between q/k_F = 0.01 and 0.02: -0.99960
q/k_F = 0.05: TDA - W - mean pair = 6.5699e-05 eV, variance term = 6.5568e-05 eV
q/k_F = 0.05: (omega^2 - omega_p^2)/(v_F q)^2 = 0.60082
mass doubled, q/k_F = 0.01: energy ratio TDA 0.99995, full 0.70709
PASS
```
